\section*{How a Glass Cage Shifts a Trapped Diatomic's Stretching Frequency}

\section{A curvature that explains almost nothing}

In a model of an oxygen molecule trapped in a silica void, the cage energy has curvature $-4.35$ eV/nm$^2$ along the bond. Added to the bond's own force constant, $7303$ eV/nm$^2$, this lowers the stretching wavenumber by $0.47$ cm$^{-1}$. The first-order shift is nevertheless $-30.6$ cm$^{-1}$. The missing $-30.1$ cm$^{-1}$ comes from the cage's constant force, which would leave the frequency of a harmonic bond unchanged. It acts here because a real bond softens when it is stretched.

\section{Setting and theorem}

Let $r$ be the bond length, $r_e$ its free equilibrium value and $x=r-r_e$. The molecular centre and axis are held fixed, and the cage is rigid. With reduced mass $\mu$, the vibrational Hamiltonian is
\begin{equation}
H_\lambda=\frac{p^2}{2\mu}+V(x)+\lambda U(x),
\end{equation}
where $\lambda=1$ is the actual cage and $\lambda$ counts orders in its strength. Near $x=0$,
\begin{align}
V(x)&=\frac{k}{2}x^2+\frac{g}{6}x^3+\frac{h}{24}x^4+\frac{q}{120}x^5+\cdots,\\
U(x)&=U_0+U_1x+\frac{U_2}{2}x^2+\frac{U_3}{6}x^3+\frac{U_4}{24}x^4+\cdots .
\end{align}
Thus $U_j$ is the $j$th derivative of the cage energy at $r_e$. The force along the bond coordinate is $-U_1$: positive $U_1$ means compression, negative $U_1$ an outward pull. Define
\begin{equation}
\omega=\sqrt{k/\mu},\qquad s=\frac{\hbar}{\mu\omega}=\frac{\hbar\omega}{k}.
\end{equation}
The two forms of $s$ agree because $k=\mu\omega^2$. The length $\sqrt{s}$ measures the vibrational amplitude.

\paragraph{Assumptions.} $V$ and $U$ are smooth, $V$ has a single well with $k>0$, and the levels considered lie deep in it. Small amplitude means $s\to0$ at fixed $V$, $U$ and quantum number, as for increasing $\mu$.

\paragraph{Theorem.} To first order in the cage and leading order in $s$, the energy of the $0\to1$ transition changes by
\begin{equation}
\Delta E=\frac{s}{2}\left(U_2-\frac{g}{k}U_1\right),
\qquad
\frac{\Delta\omega}{\omega}=\frac{1}{2k}\left(U_2-\frac{g}{k}U_1\right).
\label{main}
\end{equation}
The wavenumber shift is $\Delta\tilde\nu=\Delta E/(hc)$, where this $h$ is Planck's constant; elsewhere $h$ is the quartic constant.

Both orders matter. First order in $U$ alone gives a difference of averages over anharmonic states; the closed form also needs a small amplitude.

\section{Proof from vibrational averages}

\paragraph{Lemma 1.} In level $n$ of the free bond,
\begin{equation}
\langle x^2\rangle_n=s\left(n+\tfrac12\right)+O(s^2),\qquad
\langle x\rangle_n=-\frac{g}{2k}s\left(n+\tfrac12\right)+O(s^2).
\label{averages}
\end{equation}

\paragraph{Proof.} In a harmonic level the mean potential energy is half the total:
\begin{equation}
\frac{k}{2}\langle x^2\rangle_n=\frac{\hbar\omega}{2}\left(n+\tfrac12\right).
\end{equation}
Division by $k/2$ and $s=\hbar\omega/k$ give the first average. The cubic term mixes levels with relative amplitude of order $gs^{3/2}/(ks)$, that is, of order $s^{1/2}$. Its first-order effect on $\langle x^2\rangle$ vanishes by parity, so the correction begins at $s^2$.

For the second average, $[H_0,p]=i\hbar V'(x)$. The expectation value of a commutator with $H_0$ vanishes in a bound eigenstate, so the mean force is zero:
\begin{equation}
0=\langle V'\rangle_n=k\langle x\rangle_n+\frac{g}{2}\langle x^2\rangle_n+\frac{h}{6}\langle x^3\rangle_n+\cdots .
\end{equation}
The harmonic value of $\langle x^3\rangle$ is zero by parity. Its first correction is of order $s^{3/2}s^{1/2}=s^2$. Solving for $\langle x\rangle_n$ at order $s$ proves the lemma.

\paragraph{Proof of the theorem.} For a nondegenerate level, first-order perturbation theory gives the energy change $\langle U\rangle_n$. The constant $U_0$ cancels between levels. Terms in $x^3$ and $x^4$ are of order $s^2$. Hence
\begin{align}
\Delta E&=U_1\left(\langle x\rangle_1-\langle x\rangle_0\right)
+\frac{U_2}{2}\left(\langle x^2\rangle_1-\langle x^2\rangle_0\right)\\
&=U_1\left(-\frac{gs}{2k}\right)+\frac{U_2}{2}s
=\frac{s}{2}\left(U_2-\frac{g}{k}U_1\right).
\end{align}
Dividing by $\hbar\omega=ks$ gives the relative shift in (\ref{main}).

The linear term now has a direct meaning. An excited bond is longer on average when $g<0$. If the cage energy falls with bond length, excitation lowers the average cage energy and the transition energy drops.

\section{The same result from a moved minimum}

The new minimum $x_0$ obeys $V'(x_0)+\lambda U'(x_0)=0$. To first order in $\lambda$ this is $kx_0+\lambda U_1=0$, so
\begin{equation}
x_0=-\frac{\lambda U_1}{k}.
\end{equation}
The curvature there is
\begin{equation}
k_{\rm new}=k+gx_0+\lambda U_2=k+\lambda\left(U_2-\frac{g}{k}U_1\right).
\end{equation}
Since $\omega\propto\sqrt{k}$, a small change obeys $\Delta\omega/\omega=(k_{\rm new}-k)/(2k)$. At $\lambda=1$ this is (\ref{main}) again. The cage moves the bond to a part of its own potential with a different stiffness.

\paragraph{Harmonic limit.} Suppose $V=kx^2/2$ and $U=U_1x$. Completing the square gives
\begin{equation}
\frac{k}{2}x^2+U_1x=\frac{k}{2}\left(x+\frac{U_1}{k}\right)^2-\frac{U_1^2}{2k}.
\end{equation}
The well is displaced and lowered but keeps its shape, so every spacing is unchanged for any $U_1$.

\paragraph{Isotope limit.} For a homonuclear molecule with a fixed centre, the atoms sit at $\pm r/2$ whatever their mass. Then $k$, $g$, $U_1$ and $U_2$ do not change on replacing both atoms by another isotope. The relative shift is unchanged at this order, and the shift itself scales as $\mu^{-1/2}$. In a heteronuclear molecule, isotope substitution can move the mass centre along the bond and so change $U_1$ and $U_2$.

\section{The next order in amplitude}

\paragraph{Proposition.} Through order $s^2$, the free transition energy is
\begin{equation}
G=ks+s^2\left(\frac{h}{8}-\frac{5g^2}{24k}\right).
\label{gap}
\end{equation}

\paragraph{Proof.} The harmonic values are $\langle x^4\rangle_0=3s^2/4$ and $\langle x^4\rangle_1=15s^2/4$. Their difference, $3s^2$, times $h/24$ gives $hs^2/8$.

The cubic term contributes in second order. Write $x=\sqrt{s/2}\,(b+b^\dagger)$ with ladder operators $b$ and $b^\dagger$. Then
\begin{align}
\langle n+3|x^3|n\rangle&=(s/2)^{3/2}\sqrt{(n+1)(n+2)(n+3)},\\
\langle n+1|x^3|n\rangle&=3(s/2)^{3/2}(n+1)^{3/2}.
\end{align}
The second line sums three operator orderings, with factors $n$, $n+1$ and $n+2$ times $\sqrt{n+1}$. In units of $(g/6)^2(s/2)^3/(\hbar\omega)$, level 0 changes by $-(6/3+9)=-11$. Level 1 changes by $-(24/3+72)+9=-71$, the $+9$ coming from the level below it. The difference is $-60$, and
\begin{equation}
-60\,\frac{g^2}{36}\,\frac{s^3}{8}\,\frac{1}{ks}=-\frac{5g^2s^2}{24k}.
\end{equation}

To differentiate (\ref{gap}) with respect to the potential's constants, note that $ks=\hbar\sqrt{k/\mu}$ and $s^2=\hbar^2/(\mu k)$. At fixed $\mu$,
\begin{align}
\frac{\partial G}{\partial k}&=\frac{s}{2}+s^2\left(-\frac{h}{8k}+\frac{5g^2}{12k^2}\right),\\
\frac{\partial G}{\partial g}&=-\frac{5gs^2}{12k},\qquad
\frac{\partial G}{\partial h}=\frac{s^2}{8}.
\end{align}
At the moved minimum the first-order changes are $\delta k=U_2-gU_1/k$, $\delta g=U_3-hU_1/k$ and $\delta h=U_4-qU_1/k$. Inserting them yields every first-order cage term through $s^2$.

For a Morse bond,
\begin{equation}
V=D(1-e^{-ax})^2=D(1-2e^{-ax}+e^{-2ax}),
\end{equation}
the $j$th derivative at zero is $D(-a)^j(2^j-2)$ for $j\geq1$. Therefore
\begin{equation}
k=2Da^2,\quad g=-3ak,\quad h=7a^2k,\quad q=-15a^3k.
\end{equation}
The coefficient of $U_2$ becomes
\begin{equation}
\frac{s}{2}+s^2a^2\left(-\frac78+\frac{15}{4}\right)
=\frac{s}{2}\left(1+\frac{23}{4}a^2s\right).
\end{equation}
The coefficient of $U_1$ is $-(g\,\partial_kG+h\,\partial_gG+q\,\partial_hG)/k$, or
\begin{align}
&3a\left(\frac{s}{2}+\frac{23}{8}a^2s^2\right)-\frac{35}{4}a^3s^2+\frac{15}{8}a^3s^2\nonumber\\
&\qquad=\frac{3as}{2}+\frac{7}{4}a^3s^2
=\frac{3as}{2}\left(1+\frac76a^2s\right).
\end{align}
The small parameter is thus $a^2s$.

\section{Oxygen in a model silica void}

The bond has $D=5.2$ eV, $a=26.5$ nm$^{-1}$ and $r_e=0.121$ nm, rough values for O$_2$. They give $k=7303$ eV/nm$^2$, $s=2.675\times10^{-5}$ nm$^2$ and a harmonic wavenumber of $1575.9$ cm$^{-1}$.

The cage consists of twelve oxygen-like sites at the vertices of an icosahedron of radius $0.35$ nm. The molecule is centred, with its axis through two opposite faces. Each molecular atom at distance $d$ from a site has energy
\begin{equation}
v=4\epsilon\left[\left(\frac{\sigma}{d}\right)^{12}-(1+\gamma x)\left(\frac{\sigma}{d}\right)^6\right],
\end{equation}
with $\epsilon=6$ meV and $\sigma=0.30$ nm, again rough. The factor $1+\gamma x$ represents dispersion that grows as the stretched molecule becomes more polarizable. Dispersion is taken proportional to the mean polarizability $\alpha$, so $\gamma=\alpha^{-1}d\alpha/dr$. A finite-field unrestricted Hartree--Fock calculation in the aug-cc-pVDZ basis, with bond lengths $0.004$ nm either side of $r_e$, gives $\gamma=16.8$ nm$^{-1}$. Halving the bond step gives $16.7$ nm$^{-1}$, which would move the shift below by about $0.2$ cm$^{-1}$; the larger aug-cc-pVTZ basis gives $16.9$ nm$^{-1}$ and moves it by about $0.4$ cm$^{-1}$ in the opposite direction, so the last digits of $\gamma$ and of the shift are not converged. At the longer bond length the symmetric Hartree--Fock solution used here is also unstable to orbital rotations, so it is not the lowest Hartree--Fock solution; this weakens both this value and any perturbation theory built on it. The treatment of electron correlation, omitted here, matters far more than the bond step. In the same basis, second-order perturbation theory gives $-7.6$ nm$^{-1}$, or $-6.4$ nm$^{-1}$ with the bond step halved; a correction this large cannot be trusted. The PBE0 density functional gives about $+9$ nm$^{-1}$, which would reduce the shift below to between $-12$ and $-13$ cm$^{-1}$. Thus $16.8$ nm$^{-1}$ is an input to the model, not an established property of O$_2$. The size and sign of the shift below depend on this input.

The cage derivatives are $U_1=-3.511$ eV/nm and $U_2=-4.35$ eV/nm$^2$. To first order in the cage, the bond lengthens by
\begin{equation}
-\frac{U_1}{k}=\frac{3.511}{7303}\ {\rm nm}=4.81\times10^{-4}\ {\rm nm}.
\end{equation}
With $3a=79.5$ nm$^{-1}$, the change in effective force constant is
\begin{equation}
U_2+3aU_1=-4.35-279.1=-283.5\ {\rm eV/nm^2},
\end{equation}
and the shift follows:
\begin{equation}
\Delta\tilde\nu=1575.9\times\frac{-283.5}{2\times7303}\ {\rm cm^{-1}}=-30.6\ {\rm cm^{-1}},
\end{equation}
or $-3.79$ meV.

\paragraph{Why the sign is negative.} Let $R(r)$ be the total repulsion and $A(r)>0$ the magnitude of the attraction at $\gamma=0$. Then $U=R-(1+\gamma x)A$, and differentiation at $x=0$ gives
\begin{equation}
U_1=R'-A'-\gamma A,\qquad U_2=R''-A''-2\gamma A'.
\end{equation}
With $\gamma=0$ and the same cage, $U_1=+0.941$ eV/nm, $U_2=+17.7$ eV/nm$^2$ and the shift is $+10.0$ cm$^{-1}$. The walls then compress and stiffen the bond. Growing polarizability adds $-4.45$ eV/nm to $U_1$ and reverses the force. It also adds $-22.1$ eV/nm$^2$ to $U_2$, which outweighs the original curvature and leaves a smaller, negative remainder. The direct term is the smaller one in both cases because $|U_2|$ lies well below $3a|U_1|$. The partial cancellation, particular to these parameters, reduces its size from $1.9$ to $0.47$ cm$^{-1}$ and its share of the shift from $19\%$ to $1.5\%$. The ordering is not general: near $\gamma=4$ nm$^{-1}$, where $U_1$ is close to zero, the direct term is the larger of the two.

Both derivatives are linear in $\gamma$, and so is the first-order shift. Its slope is $(-30.6-10.0)/16.8=-2.42$ cm$^{-1}$ per nm$^{-1}$. The shift changes sign at $\gamma\approx10.0/2.42\approx4.1$ nm$^{-1}$. Near that value the leading terms cancel, and neglected higher orders can decide the sign.

\paragraph{Accuracy of the closed form.} Numerical solution of the one-dimensional problem with the full cage energy gives $-31.8$ cm$^{-1}$, which is $1.23$ cm$^{-1}$ below the formula. Here $a^2s=0.0188$, so the proposition predicts excesses of $2.2\%$ in the linear coefficient and $10.8\%$ in the quadratic one. The numerical averages give $2.24\%$ and $11.2\%$. Applied to the two contributions, the numerical excesses amount to
\begin{equation}
0.0224(-30.11)+0.112(-0.47)\approx-0.73\ {\rm cm^{-1}}.
\end{equation}
The part nonlinear in cage strength is $-0.50$ cm$^{-1}$. Together they account for the difference to about $0.01$ cm$^{-1}$; cubic and higher derivatives of $U$ supply the small remainder.

The nonlinear part can be estimated by keeping the Morse bond and the constant force alone. With $y=e^{-ax}$ and $f=U_1/(2Da)$, the minimum obeys $y^2-y=f$, so $y=1+f-f^2+\cdots$. The local curvature is
\begin{equation}
k(2y^2-y)=k(y+2f)=k(1+3f-f^2+\cdots).
\end{equation}
Its square root gives $\omega_{\rm new}/\omega=1+\frac32f-\frac{13}{8}f^2+\cdots$. Here $f=-0.0127$, and the quadratic term is about $-0.42$ cm$^{-1}$, most of the calculated $-0.50$ cm$^{-1}$.

For oxygen-18 the full shift is $-29.95$ cm$^{-1}$. The leading mass law, applied to the full oxygen-16 shift, gives $-31.82\sqrt{16/18}=-30.00$ cm$^{-1}$.

\section{Temperature, geometry and the real glass}

The centre rattles at about $78$ cm$^{-1}$ along the chosen axis, far below the bond frequency. This supports averaging the shift over slow motion after solving the fast vibration. A classical average of the closed form (\ref{main}) over centre and orientation at $300$ K gives $-27.15$ cm$^{-1}$, with a sampling error of $0.02$ cm$^{-1}$. The higher orders left out of the closed form would lower this average by about $0.85$ cm$^{-1}$. The standard deviation over configurations is $3.4$ cm$^{-1}$. It is not a predicted linewidth, since motion during the measurement can average part of it away.

For a centred molecule in the same cage, turning the axis to an edge or a vertex gives $-30.2$ or $-27.9$ cm$^{-1}$. With the original axis, cage radii of $0.34$ and $0.36$ nm give $-31.7$ and $-28.2$ cm$^{-1}$. These changes are modest beside the $40.6$ cm$^{-1}$ produced by switching on $\gamma$.

Rotation stretches the bond as well. At $300$ K its classical effect is about $-2.5$ cm$^{-1}$ relative to a nonrotating molecule. The classical momentum distribution is the same in gas and cage, so at leading order this term cancels from the gas-to-cage shift. It must be kept if the reference is the nonrotating band origin. The thermal population ratio of the first two vibrational levels is $6\times10^{-4}$, so transitions from the excited level carry little weight.

Molecular oxygen is the species that crosses the oxide in dry oxidation of silicon, and some can remain trapped in silica. Its observed stretching wavenumber there lies, roughly, less than $10$ cm$^{-1}$ below the gas value. The model has the same sign but a shift several times too large. With everything else fixed, a shift of $-7$ cm$^{-1}$ would require $\gamma\approx(10.0+7)/2.4\approx7$ nm$^{-1}$, less than half the value used. The calculation does not decide whether the excess lies in the Hartree--Fock value of $\gamma$, in the proportionality of dispersion to $\alpha$, or in the cage. Real voids are irregular and can relax, and the model omits charge transfer, anisotropic dispersion and any change of the atom--site repulsion parameters with bond length. The thermal figures refer to $300$ K, not to an oxidation furnace.

\paragraph{Conditions for use.} Equation (\ref{main}) needs $|U_1|/k$ small compared with $1/a$, $|U_2|\ll k$, $a^2s\ll1$ and higher cage derivatives that contribute little over the vibrational amplitude. It also needs cage motions well separated in frequency from the bond. The rattling of the molecule meets this condition. The Si--O stretching vibrations of real silica, near $1100$ cm$^{-1}$, are not slow in this sense, and the rigid cage omits them. A molecule that bonds chemically to the network falls outside it, because $V$ itself is then replaced. Within these conditions, the ratio of the linear to the direct term for a Morse bond is $3aU_1/U_2$. Curvature alone suffices when $|U_1/U_2|\ll1/(3a)$, a length of $0.013$ nm here. In the example $|U_1/U_2|$ is $0.81$ nm, and even with $\gamma=0$ it is $0.053$ nm.

\section*{Calculated quantities}
\begin{verbatim}
Morse depth D: 5.2 eV
Morse range constant a: 26.5 nm^-1
Free bond length: 0.121 nm
Oxygen atomic mass: 15.995 u
Bond force constant k: 7303.4 eV/nm^2
Cubic constant g: -5.8062e+05 eV/nm^3
Harmonic wavenumber: 1575.85 cm^-1
Free 0-1 wavenumber: 1546.25 cm^-1
Squared amplitude scale s: 2.6752e-05 nm^2
Cage radius: 0.35 nm
Site well depth: 6 meV
Site diameter sigma: 0.3 nm
UHF mean polarizability: 10.761 atomic units
Attraction growth gamma: 16.773 nm^-1
Cage energy at r_e: -97.489 meV
Cage derivative U1: -3.511 eV/nm
Cage curvature U2: -4.35 eV/nm^2
Bond displacement -U1/k: 0.00048073 nm
Direct curvature contribution: -0.4693 cm^-1
Force-cubic contribution: -30.113 cm^-1
Predicted shift: -30.582 cm^-1
Predicted shift in energy: -3.7917 meV
Full 1D numerical shift: -31.816 cm^-1
Full minus predicted: -1.2336 cm^-1
Part nonlinear in cage: -0.49539 cm^-1
Linear coefficient excess: 2.243 %
Quadratic coefficient excess: 11.182 %
Full shift for oxygen-18: -29.95 cm^-1
U1 with gamma = 0: 0.94053 eV/nm
U2 with gamma = 0: 17.72 eV/nm^2
Shift with gamma = 0: 9.9785 cm^-1
Cage energy, edge axis: -96.9 meV
Shift, edge axis: -30.18 cm^-1
Cage energy, vertex axis: -93.632 meV
Shift, vertex axis: -27.882 cm^-1
Shift at cage radius 0.34 nm: -31.71 cm^-1
Shift at cage radius 0.36 nm: -28.183 cm^-1
Centre rattling wavenumber: 77.62 cm^-1
Thermal mean shift at 300 K: -27.15 cm^-1
Thermal sampling error: 0.023 cm^-1
Thermal shift spread: 3.42 cm^-1
Rotational stretching at 300 K: -2.55 cm^-1
Upper/lower occupation at 300 K: 0.000602 (ratio)
\end{verbatim}
